**Retardation of dispersion forces: onset near 20 nm for a 10 eV excitation**

The program studies the factor f(R/L) by which retardation reduces London's energy for two one-oscillator molecules, where R is their distance, E0 their excitation energy and L = ħc/E0. It asserts that f agrees within 2 % with a direct sum of normal-mode frequencies of two oscillators coupled to a discretized field, at R/L = 1 and 3. The output shows 0.8683 against 0.8684 at the first distance, and 0.5828 against 0.5797 at the second. Further assertions cover the London coefficient, the polynomial in the integrand, the short- and long-distance limits, and the leading estimate of the lattice loss. For E0 = 10 eV, L is 19.7 nm and the attraction there is 13.2 % below London's value; half is lost only at 75 nm. In a model crystal with neighbours 0.65 nm apart, retardation removes 0.056 % of the pairwise dispersion cohesion. The program also sizes the effects of molecular extent, three-body coupling, refractive index, a lower transition and temperature.

## Verification by program

```python
"""
Retardation of the dispersion attraction between two molecules.
Result under test: with one excitation energy E0 per molecule, the attraction
is U(R) = U_London(R) * f(R/L), L = hbar*c/E0, where
  U_London = -(3/4) E0 a^2 / R^6     (a = polarizability volume)
  f(rho) = (4/(3 pi)) Int_0^inf exp(-2x) P(x) / (1+u^2)^2 du,  x = rho*u,
  P(x) = x^4 + 2x^3 + 5x^2 + 6x + 3.
f falls gradually from 1 (R << L) to 23/(3 pi rho) (R >> L).
For E0 = 10 eV, L is about 20 nm, far beyond neighbour distances in crystals.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def kernel(x):
    return math.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3)


def retardation_factor(rho):
    """f(rho), integrated with the substitution u = tan(theta)."""
    value = quad(lambda t: math.cos(t)**2 * kernel(rho * math.tan(t)),
                 0, math.pi / 2, epsabs=1e-13, epsrel=1e-11, limit=300)[0]
    return 4 / (3 * math.pi) * value


def local_exponent(rho):
    """n in U ~ R^-n, from a central logarithmic difference."""
    step = 1e-3
    up = retardation_factor(rho * math.exp(step))
    down = retardation_factor(rho * math.exp(-step))
    return 6 - math.log(up / down) / (2 * step)


def zero_point_shift(positions, volume):
    """Zero-point energy shift, in units of E0, of electrostatically
    coupled isotropic oscillators at the given positions."""
    n = len(positions)
    stiffness = np.eye(3 * n)
    for i in range(n):
        for j in range(n):
            if i != j:
                r = positions[i] - positions[j]
                d = np.linalg.norm(r)
                block = (np.eye(3) - 3 * np.outer(r, r) / d**2) / d**3
                stiffness[3*i:3*i+3, 3*j:3*j+3] = volume * block
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(stiffness)) - 1)


# --- Test: London coefficient from diagonalization of two oscillators
pair = np.array([[0.0, 0, 0], [0, 0, 1.0]])
assert abs(zero_point_shift(pair, 1e-3) / (-0.75e-6) - 1) < 1e-4

# --- Test: polynomial P from derivatives of the screened potential
X, Y, Z, K = sp.symbols("X Y Z K", positive=True)
radius = sp.sqrt(X**2 + Y**2 + Z**2)
potential = sp.exp(-K * radius) / radius
axes = (X, Y, Z)
trace = 0
for i in range(3):
    for j in range(3):
        entry = sp.diff(potential, axes[i], axes[j])
        if i == j:
            entry -= K**2 * potential
        trace += entry**2
for kappa in (0.3, 1.0, 2.7):
    point = {X: 0.48, Y: 0.60, Z: 0.64, K: kappa}
    dist = math.sqrt(0.48**2 + 0.60**2 + 0.64**2)
    direct = float(trace.subs(point))
    assert abs(direct * dist**6 / (2 * kernel(kappa * dist)) - 1) < 1e-9


# --- Test: f from real normal modes of two oscillators plus the field.
# Units hbar = c = eps0 = mass = 1 and R = 1, so omega0 = rho.
def factor_from_modes(omega0, charge2=0.01, smear=0.05, count=400):
    """Sum of mode frequencies; the dipoles are smeared (Gaussian).
    Frequencies are singular values of the root of the stiffness matrix."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    kmax = 6.5 / smear
    k = 0.5 * kmax * (nodes + 1)
    w = 0.5 * kmax * weights
    density = charge2 * k**2 * np.exp(-(k * smear)**2) * w / (2 * np.pi**2)
    # angular averages; series near k = 0 avoids cancellation
    small = k < 0.02
    ks = np.where(small, 1.0, k)
    along = 2 * (np.sin(ks) / ks**3 - np.cos(ks) / ks**2)
    across = np.sin(ks) / ks + np.cos(ks) / ks**2 - np.sin(ks) / ks**3
    along = np.where(small, 2 / 3 - k**2 / 15, along)
    across = np.where(small, 2 / 3 - 2 * k**2 / 15, across)

    def frequency_sum(cross):
        coupling2 = density * np.maximum(2 / 3 + cross, 0)
        root = np.zeros((count + 1, count + 1))
        root[np.arange(count), np.arange(count)] = k
        root[:count, count] = np.sqrt(coupling2)
        root[count, count] = math.sqrt(omega0**2 - np.sum(density * cross))
        return np.sum(np.linalg.svd(root, compute_uv=False) - np.append(k, 0))

    alone = frequency_sum(0 * k)
    energy = 0.0
    for cross, multiplicity in ((along, 1), (across, 2)):
        both = frequency_sum(cross) + frequency_sum(-cross)
        energy += 0.5 * multiplicity * (both - 2 * alone)
    volume = charge2 / omega0**2 / (4 * np.pi)
    return energy / (-0.75 * omega0 * volume**2)


mode_results = []
for rho in (1.0, 3.0):
    f_modes = factor_from_modes(rho)
    f_formula = retardation_factor(rho)
    mode_results.append((rho, f_modes, f_formula))
    # smearing and self-dressing of the oscillators shift f by up to ~1 %
    assert abs(f_modes / f_formula - 1) < 0.02, (rho, f_modes, f_formula)

# --- Test: near and far limits
rho = 0.01
cubic = (retardation_factor(rho) - 1 + rho**2 / 3) / rho**3
# the next order in rho changes this coefficient by about 2 %
assert abs(cubic / (14 / (9 * math.pi)) - 1) < 0.04
far_coefficient = 23 / (3 * math.pi)
assert abs(retardation_factor(200.0) * 200 / far_coefficient - 1) < 1e-3
assert abs(local_exponent(0.01) - 6) < 1e-3
assert abs(local_exponent(200.0) - 7) < 1e-3

# --- Worked example: rough values in the regime of ferrocene
E0 = 10.0            # eV
volume = 0.018       # nm^3
d = 0.65             # nm, neighbour distance
temperature = 373.0  # K
spread = 0.20        # nm, radius over which polarizability is spread
hbar_c = const.hbar * const.c / const.e * 1e9   # eV nm
L = hbar_c / E0
crossing_time = L * 1e-9 / const.c * 1e18       # attoseconds


def london(R):
    return -0.75 * E0 * volume**2 / R**6


# far law in SI against London energy times f
alpha_si = 4 * math.pi * const.epsilon_0 * volume * 1e-27
R_far = 200 * L
far_si = (-23 * const.hbar * const.c * alpha_si**2
          / (64 * math.pi**3 * const.epsilon_0**2 * (R_far * 1e-9)**7))
assert abs(far_si / const.e / (london(R_far) * retardation_factor(200.0))
           - 1) < 1e-3

f_L = retardation_factor(1.0)
loss_d = 1 - retardation_factor(d / L)
R10 = L * brentq(lambda r: retardation_factor(r) - 0.9, 0.1, 10)
R50 = L * brentq(lambda r: retardation_factor(r) - 0.5, 0.1, 20)
assert R10 < L < far_coefficient * L < R50

# --- Close-packed lattice: explicit shells, continuum beyond 30 d
axis = np.arange(-43, 44)
gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij")
even = (gx + gy + gz) % 2 == 0
m_all = ((gx**2 + gy**2 + gz**2)[even]) // 2     # (distance/d)^2
counts = np.bincount(m_all[(m_all > 0) & (m_all <= 900)], minlength=901)
m = np.nonzero(counts)[0]
shell = counts[m]
assert shell[0] == 12
cut = math.sqrt(900.5)
number = math.sqrt(2)                           # sites per d^3
S6 = np.sum(shell / m**3.0) + 4 * math.pi * number / (3 * cut**3)
S4 = np.sum(shell / m**2.0) + 4 * math.pi * number / cut
outer = m > 100
continuum = 4 * math.pi * number / 3 * (100.5**-1.5 - 900.5**-1.5)
assert abs(np.sum(shell[outer] / m[outer]**3.0) / continuum - 1) < 0.05
losses = np.array([1 - retardation_factor(math.sqrt(q) * d / L) for q in m])
tail = quad(lambda t: t**2 * (1 - retardation_factor(cut * d / (L * t))),
            1e-6, 1, epsrel=1e-5)[0] * 4 * math.pi * number / cut**3
lattice_loss = (np.sum(shell * losses / m**3.0) + tail) / S6
lattice_leading = (d / L)**2 * S4 / (3 * S6)
# the positive cubic term of f lowers the loss below its leading estimate
assert 0.75 < lattice_loss / lattice_leading < 1.0
share_beyond = 4 * math.pi * number / 3 * (d / L)**3 / S6

# --- Neglected effect: extent of the molecules (two spherical shells)
mu, wmu = np.polynomial.legendre.leggauss(60)


def extent_factor(R):
    r2 = R**2 + spread**2 - 2 * R * spread * mu
    inner = [0.5 * np.sum(wmu * (q + spread**2
             - 2 * math.sqrt(q) * spread * mu)**-3.0) for q in r2]
    return R**6 * 0.5 * np.sum(wmu * np.array(inner))


extent_d, extent_L = extent_factor(d), extent_factor(L)
assert abs((extent_L - 1) / (10 * spread**2 / L**2) - 1) < 0.01

# --- Neglected effect: three-body coupling in a neighbour triangle
triangle = d * np.array([[0, 0, 0], [1, 0, 0], [0.5, math.sqrt(0.75), 0]])
pair_energy = zero_point_shift(triangle[:2], volume)
three_body = zero_point_shift(triangle, volume) / (3 * pair_energy) - 1

# --- Neglected effect: slower light inside the crystal
packing = 4 * math.pi / 3 * number / d**3 * volume
index = math.sqrt((1 + 2 * packing) / (1 - packing))
f_L_medium = retardation_factor(index)
loss_d_medium = 1 - retardation_factor(index * d / L)


# --- Neglected effect: 30 % of static polarizability at 5 eV
def response2(u):
    return (0.3 / (1 + (2 * u)**2) + 0.7 / (1 + u**2))**2


def mixed_factor(rho):
    top = quad(lambda u: response2(u) * kernel(rho * u), 0, np.inf)[0]
    return top / (3 * quad(response2, 0, np.inf)[0])


f_L_mixed = mixed_factor(1.0)
loss_d_mixed = 1 - mixed_factor(d / L)

# --- Neglected effect: temperature (discrete frequencies)
kT = const.k * temperature / const.e
thermal_length = hbar_c / kT


def thermal_ratio(rho):
    """Free energy at the temperature divided by energy at zero kelvin."""
    step = 2 * math.pi * kT / E0
    total = 1.5
    for n in range(1, int(40 / (rho * step)) + 2):
        total += kernel(rho * n * step) / (1 + (n * step)**2)**2
    return 4 / (3 * math.pi) * step * total / retardation_factor(rho)


assert abs(thermal_ratio(1.0) - 1) < 1e-8
thermal_far = thermal_ratio(thermal_length / L)

print(f"Excitation energy E0 = {E0:.1f} eV")
print(f"Polarizability volume = {volume:.3f} nm^3")
print(f"Neighbour distance d = {d:.2f} nm")
print(f"Temperature of use = {temperature:.0f} K")
print(f"hbar*c = {hbar_c:.3f} eV nm")
print(f"Reduced wavelength L = {L:.2f} nm")
print(f"Full wavelength = {2 * math.pi * L:.1f} nm")
print(f"Light travel time over L = {crossing_time:.1f} as")
print(f"Ratio L/d = {L / d:.1f}")
for rho, f_modes, f_formula in mode_results:
    print(f"f at R/L={rho:.0f}: modes {f_modes:.4f}, formula {f_formula:.4f}")
print(f"Energy loss by retardation at L = {100 * (1 - f_L):.1f} %")
print(f"Local exponent at L = {local_exponent(1.0):.3f}")
print(f"Distance of 10 % loss = {R10:.1f} nm")
print(f"Distance of 50 % loss = {R50:.1f} nm")
print(f"Far-law coefficient 23/(3 pi) = {far_coefficient:.3f}")
print(f"Crossing of limiting laws = {far_coefficient * L:.1f} nm")
print(f"London pair energy at d = {london(d):.4f} eV")
print(f"London pair energy at L = {london(L):.2e} eV")
print(f"Retarded pair energy at L = {london(L) * f_L:.2e} eV")
print(f"Retardation loss at d = {100 * loss_d:.4f} %")
print(f"Lattice sums S4 = {S4:.2f}, S6 = {S6:.3f}")
print(f"Lattice loss, leading estimate = {100 * lattice_leading:.4f} %")
print(f"Lattice loss, full sum = {100 * lattice_loss:.4f} %")
print(f"Share of London lattice sum beyond L = {share_beyond:.2e}")
print(f"Polarizability shell radius = {spread:.2f} nm")
print(f"Extent factor on London energy at d = {extent_d:.2f}")
print(f"Extent correction at L = {100 * (extent_L - 1):.3f} %")
print(f"Three-body change, triangle = {100 * three_body:.2f} %")
print(f"Clausius-Mossotti index = {index:.2f}")
print(f"L divided by index = {L / index:.1f} nm")
print(f"Loss at L with this index = {100 * (1 - f_L_medium):.1f} %")
print(f"Loss at d with this index = {100 * loss_d_medium:.4f} %")
print(f"Loss at L with 30 % at 5 eV = {100 * (1 - f_L_mixed):.1f} %")
print(f"Loss at d with 30 % at 5 eV = {100 * loss_d_mixed:.4f} %")
print(f"Thermal energy kT = {kT:.4f} eV")
print(f"Thermal length hbar*c/kT = {thermal_length / 1000:.2f} um")
print("Thermal change at L: below 1e-8 (tested)")
print(f"Free energy / 0 K energy at thermal length = {thermal_far:.2f}")
print("PASS")
```

Running it gives:

```
Excitation energy E0 = 10.0 eV
Polarizability volume = 0.018 nm^3
Neighbour distance d = 0.65 nm
Temperature of use = 373 K
hbar*c = 197.327 eV nm
Reduced wavelength L = 19.73 nm
Full wavelength = 124.0 nm
Light travel time over L = 65.8 as
Ratio L/d = 30.4
f at R/L=1: modes 0.8683, formula 0.8684
f at R/L=3: modes 0.5828, formula 0.5797
Energy loss by retardation at L = 13.2 %
Local exponent at L = 6.199
Distance of 10 % loss = 16.1 nm
Distance of 50 % loss = 75.4 nm
Far-law coefficient 23/(3 pi) = 2.440
Crossing of limiting laws = 48.2 nm
London pair energy at d = -0.0322 eV
London pair energy at L = -4.12e-11 eV
Retarded pair energy at L = -3.57e-11 eV
Retardation loss at d = 0.0345 %
Lattice sums S4 = 25.34, S6 = 14.454
Lattice loss, leading estimate = 0.0634 %
Lattice loss, full sum = 0.0560 %
Share of London lattice sum beyond L = 1.46e-05
Polarizability shell radius = 0.20 nm
Extent factor on London energy at d = 3.48
Extent correction at L = 0.103 %
Three-body change, triangle = -1.80 %
Clausius-Mossotti index = 1.70
L divided by index = 11.6 nm
Loss at L with this index = 24.9 %
Loss at d with this index = 0.0971 %
Loss at L with 30 % at 5 eV = 10.9 %
Loss at d with 30 % at 5 eV = 0.0272 %
Thermal energy kT = 0.0321 eV
Thermal length hbar*c/kT = 6.14 um
Thermal change at L: below 1e-8 (tested)
Free energy / 0 K energy at thermal length = 1.65
PASS
```
